**Nested-commutator expansion of exp(−T) H exp(T), tested on small matrices**

The program tests $e^{-T}He^{T}=\sum_n C_n/n!$, where $C_0=H$, $C_{n+1}=C_nT-TC_n$, $H$ is the Hamiltonian matrix and $T$ is the matrix in the exponent. For a complex 4×4 pair it asserts that the derivatives of $e^{-xT}He^{xT}$, found by contour integration, agree with the commutator formula, and it also asserts the summed series, the remainder integral and the norm bounds. For a two-state model with an excitation operator, the series ends at $C_2$, and the two amplitude roots reproduce the eigenvalues −0.25 and 2.25 hartree found by diagonalization. For a rotation of the same model the series does not end, and the output lists its partial sums with their errors and bounds. Integer matrices for three occupied and three virtual spin orbitals show that one-, two- and three-body operators have their last nonzero commutator at $n=2$, 4 and 6. For the two-body case, the direct transformation and the series through $C_4$ agree with zero integer mismatch. When de-excitations are added to the exponent, $C_5$ is no longer zero.

## Verification by program

```python
# Result under test: for square matrices H and T,
#   exp(-T) H exp(T) = sum_n C_n / n!,  C_0 = H,  C_(n+1) = C_n T - T C_n.
# F(x) = exp(-xT) H exp(xT) has n-th derivative exp(-xT) C_n exp(xT).
# If T holds only excitations from a reference determinant and H is a
# k-body operator, then C_n = 0 for n > 2k (two-body H: last term C_4/4!).
# Model energies are in hartree; T is dimensionless.
from functools import reduce
from itertools import combinations
from math import comb, factorial

import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm


def nested_commutators(H, T, highest):
    result = [H]
    for _ in range(highest):
        result.append(result[-1] @ T - T @ result[-1])
    return result


def transformed(H, T, x=1.0):
    return expm(-x * T) @ H @ expm(x * T)


def spectral_norm(M):
    return np.linalg.norm(M, 2)


def partial_sum(C, N):
    return sum(C[n] / factorial(n) for n in range(N + 1))


def remainder_bound(H, T, N):
    s = 2 * spectral_norm(T)
    return spectral_norm(H) * np.exp(s) * s ** (N + 1) / factorial(N + 1)


def row_text(M):
    rows = [" ".join(f"{round(float(v), 6) + 0.0:.6f}" for v in r) for r in M]
    return "[" + " ; ".join(rows) + "]"


# ---------- general complex matrices, neither Hermitian nor nilpotent ----------
rng = np.random.default_rng(7)
H4 = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
T4 = 0.25 * (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))
C = nested_commutators(H4, T4, 60)


def contour_derivative(order, center, points=64):
    # Cauchy's integral formula on a unit circle; F is entire in x
    total = np.zeros((4, 4), complex)
    for k in range(points):
        w = np.exp(2j * np.pi * k / points)
        total += transformed(H4, T4, center + w) * w ** (-order)
    return factorial(order) * total / points


derivative_error = 0.0
for center in (0.0, 0.6):
    for order in range(6):
        numeric = contour_derivative(order, center)
        formula = transformed(C[order], T4, center)
        derivative_error = max(derivative_error, np.abs(numeric - formula).max())
assert derivative_error < 1e-8

exact4 = transformed(H4, T4)
series_error = np.abs(partial_sum(C, 60) - exact4).max()
assert series_error < 1e-10
# the opposite commutator order belongs to exp(T) H exp(-T)
reverse = partial_sum(nested_commutators(H4, -T4, 60), 60)
assert np.abs(reverse - expm(T4) @ H4 @ expm(-T4)).max() < 1e-10
assert np.abs(reverse - exact4).max() > 1e-2

nodes, weights = np.polynomial.legendre.leggauss(30)
nodes, weights = (nodes + 1) / 2, weights / 2
remainder_error = 0.0
for N in range(6):
    integral = sum(w * (1 - x) ** N / factorial(N) * transformed(C[N + 1], T4, x)
                   for x, w in zip(nodes, weights))
    actual = exact4 - partial_sum(C, N)
    remainder_error = max(remainder_error, np.abs(integral - actual).max())
    assert spectral_norm(actual) <= remainder_bound(H4, T4, N)
assert remainder_error < 1e-10

for n in range(9):
    binomial = sum((-1) ** k * comb(n, k) * np.linalg.matrix_power(T4, k) @ H4
                   @ np.linalg.matrix_power(T4, n - k) for k in range(n + 1))
    assert np.allclose(binomial, C[n], rtol=1e-9, atol=1e-9)
    limit = (2 * spectral_norm(T4)) ** n * spectral_norm(H4)
    assert spectral_norm(C[n]) <= limit * (1 + 1e-12)

print("General complex 4x4 pair (dimensionless)")
print(f"spectral norm of T = {spectral_norm(T4):.4f}")
print(f"largest error, derivatives 0 to 5 = {derivative_error:.1e}")
print(f"largest error, series through n=60 = {series_error:.1e}")
print(f"largest error, remainder integral = {remainder_error:.1e}")

# ---------- two-state model with an excitation operator ----------
D, g = 2.0, 0.75
H2 = np.array([[0.0, g], [g, D]])
eigenvalues = np.linalg.eigvalsh(H2)
roots = sorted(np.roots([-g, D, g]).real, key=abs)
for t, energy in zip(roots, eigenvalues):
    T = np.array([[0.0, 0.0], [t, 0.0]])
    direct = transformed(H2, T)
    assert abs(direct[1, 0]) < 1e-12
    assert abs(direct[0, 0] - energy) < 1e-12
    assert abs(g * t - energy) < 1e-12
for t in (-0.8, 0.35, roots[0]):
    T = np.array([[0.0, 0.0], [t, 0.0]])
    by_hand = np.array([[g * t, g], [g + D * t - g * t**2, D - g * t]])
    assert np.allclose(transformed(H2, T), by_hand, atol=1e-13)
    assert np.abs(nested_commutators(H2, T, 3)[3]).max() < 1e-14

t = roots[0]
T = np.array([[0.0, 0.0], [t, 0.0]])
C = nested_commutators(H2, T, 2)
assert np.allclose(partial_sum(C, 2), transformed(H2, T), atol=1e-13)
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
print("Two-state model, excitation T (matrices by rows, hartree)")
print(f"D = {D:.2f} hartree, g = {g:.2f} hartree")
print(f"amplitude roots t = {roots[0]:.6f} and {roots[1]:.6f}")
print("H         =", row_text(H2))
print("C_1       =", row_text(C[1]))
print("C_2/2     =", row_text(C[2] / 2))
print("sum       =", row_text(partial_sum(C, 2)))
print("direct    =", row_text(transformed(H2, T)))
print(f"eigenvalues of H = {eigenvalues[0]:.6f}, {eigenvalues[1]:.6f} hartree")
print(f"lower eigenvalue = {eigenvalues[0] * hartree_in_ev:.4f} eV")

# ---------- the same H with a rotation: the series does not stop ----------
theta = 0.5
T = theta * np.array([[0.0, -1.0], [1.0, 0.0]])
C = nested_commutators(H2, T, 20)
direct = transformed(H2, T)
K = H2 - D / 2 * np.eye(2)
assert np.allclose(C[2], -4 * theta**2 * K, atol=1e-13)
closed = (D / 2 * np.eye(2) + np.cos(2 * theta) * K
          + np.sin(2 * theta) / (2 * theta) * C[1])
assert np.allclose(closed, direct, atol=1e-12)
assert np.allclose(partial_sum(C, 20), direct, atol=1e-12)
assert all(spectral_norm(c) > 0.1 for c in C)
print(f"Two-state model, rotation T, theta = {theta:.2f} rad (hartree)")
print("C_1       =", row_text(C[1]))
print("C_2       =", row_text(C[2]))
print("direct    =", row_text(direct))
print("N, upper-left element of partial sum, error norm, bound (hartree)")
for N in range(9):
    S = partial_sum(C, N)
    error = spectral_norm(direct - S)
    bound = remainder_bound(H2, T, N)
    assert error <= bound
    print(f"{N}  {S[0, 0]:.6f}  {error:.2e}  {bound:.2e}")

# ---------- fermions: 3 occupied and 3 virtual spin orbitals, exact integers ----
occupied, virtual = (0, 1, 2), (3, 4, 5)
orbitals = occupied + virtual
lower = np.array([[0, 1], [0, 0]], dtype=np.int64)
parity = np.array([[1, 0], [0, -1]], dtype=np.int64)
unit2 = np.eye(2, dtype=np.int64)
ann = [reduce(np.kron, [parity if q < p else lower if q == p else unit2
                        for q in orbitals]) for p in orbitals]
cre = [a.T.copy() for a in ann]
dim = ann[0].shape[0]
unit = np.eye(dim, dtype=np.int64)
for p in orbitals:
    for q in orbitals:
        assert np.array_equal(ann[p] @ cre[q] + cre[q] @ ann[p], (p == q) * unit)
        assert not np.any(ann[p] @ ann[q] + ann[q] @ ann[p])


def string(creators, annihilators):
    factors = [cre[p] for p in creators] + [ann[p] for p in reversed(annihilators)]
    return reduce(np.matmul, factors)


singles = np.array([[1, 1, 0], [0, 1, 1], [1, 0, 1]], dtype=np.int64)
Tex = sum(singles[a - 3, i] * string((a,), (i,)) for a in virtual for i in occupied)
for ab in combinations(virtual, 2):
    for ij in combinations(occupied, 2):
        Tex = Tex + int(rng.integers(-2, 3)) * string(ab, ij)
Tex = Tex + string(virtual, occupied)
T_square = Tex @ Tex
T_cube = T_square @ Tex
assert np.any(T_cube) and not np.any(T_cube @ Tex)

# one elementary operator can be hit by T at most once
for p in orbitals:
    for q, commutes in ((cre[p], p in virtual), (ann[p], p in occupied)):
        c = nested_commutators(q, Tex, 2)
        assert np.any(c[1]) != commutes
        assert not np.any(c[2])

h = rng.integers(-3, 4, size=(6, 6))
h = h + h.T
one_body = sum(int(h[p, q]) * string((p,), (q,)) for p in orbitals for q in orbitals)
pairs = list(combinations(orbitals, 2))
v = rng.integers(-3, 4, size=(len(pairs), len(pairs)))
v = v + v.T
two_body = one_body.copy()
for m, pq in enumerate(pairs):
    for n, rs in enumerate(pairs):
        two_body = two_body + int(v[m, n]) * string(pq, rs)
three_body = string(occupied, virtual)
three_body = three_body + three_body.T

largest = []
for body, operator in ((1, one_body), (2, two_body), (3, three_body)):
    chain = nested_commutators(operator, Tex, 7)
    assert np.any(chain[2 * body])
    assert all(not np.any(c) for c in chain[2 * body + 1:])
    largest.append([int(np.abs(c).max()) for c in chain])

# exact integer comparison; exp(T) is a cubic polynomial because T^4 = 0
six_exp_plus = 6 * unit + 6 * Tex + 3 * T_square + T_cube
six_exp_minus = 6 * unit - 6 * Tex + 3 * T_square - T_cube
C = nested_commutators(two_body, Tex, 4)
left = 24 * (six_exp_minus @ two_body @ six_exp_plus)
right = 36 * (24 * C[0] + 24 * C[1] + 12 * C[2] + 4 * C[3] + C[4])
assert np.array_equal(left, right)
without_fourth = right - 36 * C[4]
assert not np.array_equal(left, without_fourth)

# de-excitations in the exponent spoil the termination
mixed = nested_commutators(two_body, Tex - Tex.T, 5)
assert np.any(mixed[5])

print(f"Fermion matrices: {len(occupied)} occupied, {len(virtual)} virtual, size {dim}")
print("n, largest |element| of C_n for 1-, 2-, 3-body H (model units)")
for n in range(8):
    print(n, *[column[n] for column in largest])
print("largest |element| of C_5, 2-body H, T minus its adjoint (model units) =",
      int(np.abs(mixed[5]).max()))
print("largest integer mismatch, direct minus series through C_4 =",
      int(np.abs(left - right).max()))
print("ALL CHECKS PASSED")
```

It prints:

```
General complex 4x4 pair (dimensionless)
spectral norm of T = 0.9720
largest error, derivatives 0 to 5 = 5.4e-14
largest error, series through n=60 = 1.4e-15
largest error, remainder integral = 1.4e-15
Two-state model, excitation T (matrices by rows, hartree)
D = 2.00 hartree, g = 0.75 hartree
amplitude roots t = -0.333333 and 3.000000
H         = [0.000000 0.750000 ; 0.750000 2.000000]
C_1       = [-0.250000 0.000000 ; -0.666667 0.250000]
C_2/2     = [0.000000 0.000000 ; -0.083333 0.000000]
sum       = [-0.250000 0.750000 ; 0.000000 2.250000]
direct    = [-0.250000 0.750000 ; 0.000000 2.250000]
eigenvalues of H = -0.250000, 2.250000 hartree
lower eigenvalue = -6.8028 eV
Two-state model, rotation T, theta = 0.50 rad (hartree)
C_1       = [0.750000 1.000000 ; 1.000000 -0.750000]
C_2       = [1.000000 -0.750000 ; -0.750000 -1.000000]
direct    = [1.090801 1.246698 ; 1.246698 0.909199]
N, upper-left element of partial sum, error norm, bound (hartree)
0  0.000000  1.20e+00  6.12e+00
1  0.750000  6.08e-01  3.06e+00
2  1.250000  2.04e-01  1.02e+00
3  1.125000  5.14e-02  2.55e-01
4  1.083333  1.03e-02  5.10e-02
5  1.089583  1.72e-03  8.49e-03
6  1.090972  2.47e-04  1.21e-03
7  1.090823  3.08e-05  1.52e-04
8  1.090799  3.43e-06  1.69e-05
Fermion matrices: 3 occupied, 3 virtual, size 64
n, largest |element| of C_n for 1-, 2-, 3-body H (model units)
0 20 14 1
1 33 63 2
2 160 264 8
3 0 276 24
4 0 768 120
5 0 0 240
6 0 0 2880
7 0 0 0
largest |element| of C_5, 2-body H, T minus its adjoint (model units) = 801462
largest integer mismatch, direct minus series through C_4 = 0
ALL CHECKS PASSED
```
